# Helium 1s3d triplet intervals from a hydrogenic outer electron

## The problem

The 1s3d configuration of helium has a triplet term $^3D$, with levels $J=1,2,3$, and a singlet level $^1D_2$. The triplet intervals are about 1.3 GHz between $J=1$ and $J=2$, and about 75 MHz between $J=2$ and $J=3$. The task is to see how far a simple model accounts for them.

In the model the nucleus is fixed, the inner electron is a 1s electron of nuclear charge 2, and the outer one is a hydrogenic 3d electron moving in net charge 1. The spin interactions are those of the Breit-Pauli Hamiltonian, of order $\alpha^2$ relative to atomic energies. Atomic units are used; energies become frequencies on multiplication by $6.579684\times10^9$ MHz per hartree. Electron 1 is the inner one, electron 2 the outer one, $\mathbf r=r\mathbf n$ is the position of electron 2 and $\mathbf l=\mathbf r\times\mathbf p$ its orbital angular momentum.

The $r^{-3}$ average alone does not suffice: the mixing also needs the gap $\Delta=E(^1D)-E(^3D)$ without spin interactions. Take $\Delta=103\,330$ MHz; its calculation is described in part 5.

1. Find $A=\alpha^2\langle r^{-3}\rangle$ in MHz.
2. Construct the spin-orbit and spin-spin interactions for $r$ large compared with the 1s radius.
3. Find the three triplet levels in units of $A$, ignoring the singlet.
4. Include the mixing of $^3D_2$ with $^1D_2$.
5. Evaluate the intervals and judge the agreement.

## Hints

**Hint 1.** The radial function is $R_{3d}\propto r^2e^{-r/3}$. Every integral needed has the form $\int_0^\infty r^ke^{-br}dr=k!/b^{k+1}$.

**Hint 2.** An electron at rest near the nucleus feels the magnetic field of the outer electron's orbit. The outer electron feels a motional magnetic field, and its spin frame also undergoes Thomas precession.

**Hint 3.** Write the spin-orbit interaction with $\mathbf S=\mathbf s_1+\mathbf s_2$ and $\mathbf D=\mathbf s_1-\mathbf s_2$. One of these cannot connect two triplet states.

**Hint 4.** For the spin-spin part, replace $n_in_j$ within the d states by a symmetric tensor built from $\mathbf l$, and fix its coefficient in the state $m=2$.

**Hint 5.** The length of the vector $\mathbf l\cdot\mathbf D\,|^1D_2\rangle$ gives the mixing element without Clebsch-Gordan coefficients.

## Full solution

### 1. The radial average

With $R_{3d}=Nr^2e^{-r/3}$, normalization requires

$$N^2\int_0^\infty r^6e^{-2r/3}dr=N^2\,\frac{720}{(2/3)^7}=1 .$$

The average has three fewer powers of $r$:

$$\langle r^{-3}\rangle=N^2\int_0^\infty r^3e^{-2r/3}dr
=\frac{(2/3)^7}{720}\,\frac{6}{(2/3)^4}
=\frac{1}{120}\,\frac{8}{27}=\frac1{405}.$$

Therefore

$$A=(0.007297353)^2\times0.00246914\times6.579684\times10^9\ \text{MHz}=865.13\ \text{MHz}.$$

### 2. The interactions

In these units the speed of light is $1/\alpha$. An electron has charge $-1$ and, with $g=2$, magnetic moment $-\alpha\mathbf s$. Its energy in a magnetic field is therefore $+\alpha\,\mathbf s\cdot\mathbf B$.

*Inner spin in the outer orbit.* The vector from the outer electron to the nucleus is $-\mathbf r$. The field there of a charge $-1$ with velocity $\mathbf p$ is

$$\mathbf B=\alpha(-1)\frac{\mathbf p\times(-\mathbf r)}{r^3}
=\alpha\frac{\mathbf p\times\mathbf r}{r^3}=-\alpha\frac{\mathbf l}{r^3},$$

so the energy is $-\alpha^2\,\mathbf l\cdot\mathbf s_1/r^3$.

*Outer spin in its own orbit.* The net charge 1 produces the electric field $\mathbf E=\mathbf r/r^3$. The moving electron sees the magnetic field $-\alpha\,\mathbf p\times\mathbf E=\alpha\,\mathbf l/r^3$, which gives $+\alpha^2\,\mathbf l\cdot\mathbf s_2/r^3$. Thomas precession has angular velocity $\tfrac12\alpha^2\,\mathbf a\times\mathbf p$. The acceleration is $\mathbf a=-\mathbf r/r^3$, so this contributes $-\tfrac12\alpha^2\,\mathbf l\cdot\mathbf s_2/r^3$ and leaves half of the first term.

*Spin-spin coupling.* Two moments $-\alpha\mathbf s_1$ and $-\alpha\mathbf s_2$ at separation $\mathbf r$ have the usual dipole energy. The sum is

$$H=\frac{\alpha^2}{r^3}\Big[\tfrac12\mathbf l\cdot\mathbf s_2-\mathbf l\cdot\mathbf s_1
+\mathbf s_1\cdot\mathbf s_2-3(\mathbf s_1\cdot\mathbf n)(\mathbf s_2\cdot\mathbf n)\Big].$$

The inner spin is weighted twice as strongly as the outer one and with the opposite sign. This will invert the spin-orbit pattern.

The true state is antisymmetric in the two electrons. Labelling them "inner" and "outer" keeps the direct parts of the matrix elements of $H$ and drops the exchange parts, which require 1s and 3d to overlap. Exchange of the Coulomb repulsion is not dropped: it contributes to $\Delta$.

### 3. The triplet without the singlet

**Spin-orbit part.** From $\mathbf s_1=(\mathbf S+\mathbf D)/2$ and $\mathbf s_2=(\mathbf S-\mathbf D)/2$,

$$\tfrac12\mathbf l\cdot\mathbf s_2-\mathbf l\cdot\mathbf s_1
=\left(\tfrac14-\tfrac12\right)\mathbf l\cdot\mathbf S-\left(\tfrac14+\tfrac12\right)\mathbf l\cdot\mathbf D
=-\tfrac14\mathbf l\cdot\mathbf S-\tfrac34\mathbf l\cdot\mathbf D .$$

Exchanging the spins reverses $\mathbf D$ but leaves every triplet spin state unchanged, so $\mathbf D$ has no elements between triplet states. For the remaining term let

$$X=\mathbf l\cdot\mathbf S=\tfrac12[J(J+1)-l(l+1)-S(S+1)]=\tfrac12[J(J+1)-8].$$

This is $2,-1,-3$ for $J=3,2,1$. The energies $-AX/4$ are $-A/2,\ A/4,\ 3A/4$.

**Spin-spin part.** In the triplet $\mathbf s_1\cdot\mathbf s_2=\tfrac14$. Since a single spin component squares to $\tfrac14$, $(\mathbf S\cdot\mathbf n)^2=\tfrac12+2(\mathbf s_1\cdot\mathbf n)(\mathbf s_2\cdot\mathbf n)$. Hence

$$\mathbf s_1\cdot\mathbf s_2-3(\mathbf s_1\cdot\mathbf n)(\mathbf s_2\cdot\mathbf n)
=\tfrac14-\tfrac32(\mathbf S\cdot\mathbf n)^2+\tfrac34
=1-\tfrac32(\mathbf S\cdot\mathbf n)^2 .$$

Within the five d states, rotational symmetry makes the traceless part of $n_in_j$ proportional to the traceless symmetric tensor formed from $\mathbf l$:

$$n_in_j-\tfrac13\delta_{ij}\to\kappa\Big[\tfrac12(l_il_j+l_jl_i)-\tfrac13\delta_{ij}\,l(l+1)\Big].$$

For $m=2$ the angular density is proportional to $\sin^4\theta$, and $\langle\cos^2\theta\rangle=\tfrac17$. The $zz$ component then reads $\tfrac17-\tfrac13=\kappa(4-2)$, so $\kappa=-\tfrac2{21}$.

Contraction with $S_iS_j$ needs care with the order of factors. The first product gives $l_il_jS_iS_j=X^2$. The second gives $l_jl_iS_iS_j=X^2+X$, because reversing $S_iS_j$ produces a commutator that combines with $\mathbf l\times\mathbf l=i\mathbf l$. Their half-sum is $X^2+X/2$. The trace term is $\tfrac13\times6\times2=4$, and $\mathbf S^2/3=\tfrac23$. Thus

$$1-\tfrac32\Big[\tfrac23+\kappa\big(X^2+\tfrac12X-4\big)\Big]
=\tfrac17\big(X^2+\tfrac12X-4\big).$$

The spin-spin energies are $A/7,\ -A/2,\ A/2$ for $J=3,2,1$. Weighted by $2J+1$ they sum to $A(1-\tfrac52+\tfrac32)=0$, as they must for a traceless tensor interaction.

Adding the two parts,

$$E_1=\tfrac54A,\qquad E_2=-\tfrac14A,\qquad E_3=-\tfrac5{14}A,$$

$$E_1-E_2=\tfrac32A,\qquad E_2-E_3=\tfrac{10-7}{28}A=\tfrac3{28}A .$$

In numbers these intervals are 1297.7 MHz and 92.7 MHz. Spin-orbit coupling alone would give 432.6 MHz and 648.8 MHz, so that the lower interval would be the larger one. Spin-spin coupling adds $A$ to the upper interval and removes $9A/14$ from the lower one. The small lower interval is therefore a difference of much larger terms, and a modest error in either term is a large fraction of it.

### 4. Mixing with the singlet

Let $|0\rangle$ be the spin singlet. Because $\mathbf S|0\rangle=0$, we have $\mathbf s_2|0\rangle=-\mathbf s_1|0\rangle$ and $\mathbf D|0\rangle=2\mathbf s_1|0\rangle$. The product $s_{1i}s_{1j}$ equals $\delta_{ij}/4$ plus a term linear in $\mathbf s_1$, whose singlet average is zero. It follows that

$$\langle0|D_iD_j|0\rangle=\delta_{ij},\qquad
\big\|\mathbf l\cdot\mathbf D\,|^1D_2\rangle\big\|^2=\langle l_il_i\rangle=6 .$$

The operator $\mathbf l\cdot\mathbf D$ conserves $J$ and $M$, preserves $l=2$ and turns the singlet into a triplet. The resulting vector is therefore proportional to the one $^3D_2$ state with the same $M$, and the coupling has magnitude

$$|V|=\tfrac34\sqrt6\,A=1589.3\ \text{MHz}.$$

Spin-spin coupling does not add to $V$, because its spin tensor, once contracted with the symmetric $n_in_j$, is unchanged by spin exchange. It also leaves the singlet unshifted: $s_{1i}s_{2j}$ has singlet average $-\delta_{ij}/4$, so the two terms give $-\tfrac34+\tfrac34=0$.

With $\varepsilon=-A/4$ and energies measured from the unsplit triplet, the matrix for $J=2$ and its lower root are

$$\begin{pmatrix}\varepsilon&V\\V&\Delta\end{pmatrix},\qquad
E_2=\frac{\varepsilon+\Delta}{2}-\sqrt{\Big(\frac{\Delta-\varepsilon}{2}\Big)^2+V^2}.$$

For $|V|\ll\Delta$, expanding the root gives a downward shift

$$\delta=\varepsilon-E_2\simeq\frac{V^2}{\Delta-\varepsilon}\simeq\frac{V^2}{\Delta}=\frac{27}{8}\frac{A^2}{\Delta}.$$

The levels $J=1$ and $J=3$ have no singlet partner in this configuration. Mixing therefore widens the upper interval by $\delta$ and narrows the lower one by the same $\delta$.

The opposite limit, $\Delta\to0$, shows where the expansion fails. The $J=2$ energies become $\varepsilon/2\pm\sqrt{\varepsilon^2/4+V^2}$. Since $|V|=1.84A$ far exceeds $|\varepsilon|=0.25A$, the two states are then nearly equal mixtures of singlet and triplet, and total spin no longer labels them. In helium 1s3d the singlet probability in the lower state is only $2.4\times10^{-4}$.

### 5. The gap and the numbers

With the orbitals of the model and no further correlation, the space functions $[1s(1)3d(2)\pm3d(1)1s(2)]/\sqrt2$ have repulsion energies $\mathcal J\pm K$. The plus sign belongs to the singlet, so the gap is $2K$, with

$$K=\frac15\int_0^\infty\!\!\int_0^\infty R_{1s}(r)R_{3d}(r)\frac{r_<^2}{r_>^3}R_{1s}(s)R_{3d}(s)\,r^2s^2\,dr\,ds ,$$

where $r_<$ and $r_>$ are the smaller and larger of $r,s$. The factor $\tfrac15$ comes from the quadrupole term of the repulsion, the one that connects s with d. This gives $2K=169\,051$ MHz, far above the gap used here.

The remedy is configuration interaction. Pairs of radial functions $r^le^{-\zeta r}$, nine exponents for each $l$, are coupled to $L=2$ and made symmetric or antisymmetric in space. The channels run from sd, pp and pf up to ff, fh and gg. Diagonalizing the nonrelativistic Hamiltonian gives $-2.05562054$ hartree for the singlet and $-2.05563624$ hartree for the triplet. Their difference, $1.570\times10^{-5}$ hartree, is the stated $\Delta$.

Two checks bear on this calculation, the first on the gap and the second only on the mean of the two energies. Removing ff, fh and gg changes the gap to $104\,892$ MHz, by 1.5%. The partial-wave series is not converged to the digits shown: six further channels lower the gap by about 670 MHz (0.6%), and it is still falling. They lower the singlet energy by about $1.5\times10^{-7}$ hartree and raise $\delta$ below by about 0.2 MHz. The mean of the two energies lies $7.28\times10^{-5}$ hartree below the hydrogenic value $-2-\tfrac1{18}$. The leading polarization energy of a He$^+$ core with dipole polarizability $9/32$, $-\tfrac9{64}\langle r^{-4}\rangle$, is $-7.72\times10^{-5}$ hartree, larger in magnitude by about 6%. The mean also contains the first-order penetration of the 3d electron into the 1s cloud, $-3.4\times10^{-6}$ hartree; with this removed the polarization law is larger by about 11%, so the check is only a rough one.

The shift is now

$$\delta\simeq\frac{(1589.3)^2}{103\,330+216}\ \text{MHz}=24.4\ \text{MHz},$$

and the predicted intervals are

$$E_1-E_2=1297.7+24.4=1322.1\ \text{MHz},$$

$$E_2-E_3=92.7-24.4=68.3\ \text{MHz}.$$

The first agrees with the question's 1.3 GHz to the two figures given, as did the unmixed value. The second is low by about 7 MHz, or 9% of 75 MHz; without mixing it was high by about 18 MHz. Mixing brings it closer, but the omitted effects discussed below are large enough that this closeness is not a test of the model.

Changing $\Delta$ by 1.5% changes $\delta$ by about 0.4 MHz, so the convergence of the gap is not the main limitation. Two other omissions are also small. The anomalous magnetic moment $a$ of the electron enters at the size $2aA=2.0$ MHz. The reduced-mass change of $\langle r^{-3}\rangle$ has the size $3(m/M)A=0.4$ MHz, where $m/M$ is the electron-to-nucleus mass ratio. The overlap of the 1s and 3d electrons matters more: the second variation shows that its direct part alone reaches 15 MHz. Correlation in the spin matrix elements is also left out.

## Variation 1: what can another gap change?

**Question.** Use the uncorrelated gap $2K$ in place of $\Delta$. Then find which combination of the two intervals no choice of gap can change.

**Solution.** The shift becomes

$$\delta=\frac{27\,(865.13)^2}{8\times169\,051}\ \text{MHz}=14.9\ \text{MHz},$$

which gives intervals of 1312.6 and 77.8 MHz. The lower interval is now closer to 75 MHz. The better lower value is no evidence for the uncorrelated gap: the configuration-interaction calculation gives a gap 39% smaller.

A combination independent of the gap settles the general question. The shift moves $J=2$ alone, so it cancels from the total span:

$$E_1-E_3=\left(\tfrac32+\tfrac3{28}\right)A=\tfrac{45}{28}A=1390.4\ \text{MHz}.$$

The gap decides only how this span is divided between the two intervals. An error in the span itself cannot be repaired by the mixing at any $\Delta$; only effects outside this mixing can change it.

## Variation 2: the outer electron inside the 1s cloud

**Question.** Replace the point-like inner electron by its charge cloud, keeping only direct terms. How do the three interactions change, and how large is the effect?

**Solution.** The 1s density is $(8/\pi)e^{-4r}$. The electron fraction inside radius $r$ is

$$q(r)=\int_0^r32s^2e^{-4s}ds=1-e^{-4r}(1+4r+8r^2).$$

By Gauss's law, averaging $(\mathbf r-\mathbf r_1)/|\mathbf r-\mathbf r_1|^3$ over the cloud gives $q\,\mathbf r/r^3$. The outer spin then sees net charge $2-q$, and the orbital field on the inner spin is multiplied by $q$:

$$\tfrac12\mathbf l\cdot\mathbf s_2-\mathbf l\cdot\mathbf s_1
\ \to\ \tfrac{2-q}{2}\,\mathbf l\cdot\mathbf s_2-q\,\mathbf l\cdot\mathbf s_1 .$$

Terms containing the inner momentum average to zero: after the average they could depend on $\mathbf r$ alone, and no axial vector can be built from one polar vector.

The spin-spin coupling involves second derivatives of the averaged potential $\Phi$, for which $\Phi'=-q/r^2$. Its traceless part is proportional to $\Phi''-\Phi'/r$, which equals $3/r^3$ for a point source. The factor $1/r^3$ is therefore replaced by

$$\tfrac13\Big(\Phi''-\frac{\Phi'}r\Big)
=\tfrac13\Big(\frac{2q}{r^3}-\frac{q'}{r^2}+\frac q{r^3}\Big)
=\frac q{r^3}-\frac{q'}{3r^2}.$$

The trace part shifts all three triplet levels equally.

Let $u=\alpha^2\langle(1-q)/r^3\rangle$, and let $w$ be the reduction of the spin-spin strength below $A$. The coefficient of $\mathbf l\cdot\mathbf S$ changes from $-A/4$ to $-A/4+3u/4$. Apart from the small change in the mixing, the intervals change by

$$\delta(E_1-E_2)=-\tfrac32u-w,\qquad
\delta(E_2-E_3)=-\tfrac94u+\tfrac9{14}w .$$

The two contributions add in the upper interval and partly cancel in the lower one. The full evaluation, mixing included, gives $-15.2$ MHz and $-3.8$ MHz.

The intervals become 1306.9 and 64.5 MHz, the lower one moving further from 75 MHz. They are not an improved prediction, since the exchange parts of the Breit matrix elements also depend on the overlap of 1s and 3d and have been left out, as has correlation in those elements. The direct terms alone therefore fix neither the sign nor the size of the full overlap effect. Evaluated with the same two orbitals, the exchange parts are opposite in sign and larger, about $+21$ MHz in the upper interval and $+22$ MHz in the lower one, so that the uncorrelated overlap changes the intervals by about $+6$ and $+18$ MHz in all. What the calculation does establish is that one part of the neglected effects reaches 15 MHz, about 1% of the upper interval. The 3.8 MHz in the lower interval is what remains after two larger contributions partly cancel, and it sets no limit on the full overlap effect there.

The numerical output below lists the net direct effect on each interval. Its target for the upper interval is 1325 MHz, a more finely specified value than the rounded 1.3 GHz of the question; given the effects left out, the small difference printed there is not a measure of the model's accuracy.

## Computed values

```
fine-structure constant alpha: 0.007297353
hartree as a frequency: 6.579684e+09 MHz
3d average of r^-3: 0.00246914 bohr^-3
strength A: 865.129 MHz
spin-orbit part, J=1: 648.85 MHz
spin-orbit part, J=2: 216.28 MHz
spin-orbit part, J=3: -432.56 MHz
spin-spin part, J=1: 432.56 MHz
spin-spin part, J=2: -432.56 MHz
spin-spin part, J=3: 123.59 MHz
level without mixing, J=1: 1081.41 MHz
level without mixing, J=2: -216.28 MHz
level without mixing, J=3: -308.97 MHz
spin-orbit only, E1-E2: 432.56 MHz
spin-orbit only, E2-E3: 648.85 MHz
without mixing, E1-E2: 1297.69 MHz
without mixing, E2-E3: 92.69 MHz
correlated singlet energy: -2.05562054 hartree
correlated triplet energy: -2.05563624 hartree
first-order exchange gap 2K: 169051 MHz
correlated singlet-triplet gap: 103330 MHz
gap with fewer partial waves: 104892 MHz
gap with fewer radial functions: 103295 MHz
mean shift from hydrogenic energy: -7.2834e-05 hartree
leading polarization energy: -7.7160e-05 hartree
singlet-triplet coupling V: 1589.34 MHz
downward shift of 3D2: 24.39 MHz
shift from 27 A^2/(8 gap): 24.45 MHz
singlet probability in 3D2: 2.354e-04
level with mixing, J=2: -240.67 MHz
predicted E1-E2: 1322.08 MHz
predicted E2-E3: 68.30 MHz
prediction minus target, E1-E2: -2.9 MHz
prediction minus target, E2-E3: -6.7 MHz
direct penetration effect, E1-E2: -15.22 MHz
direct penetration effect, E2-E3: -3.82 MHz
anomalous-moment size 2aA: 2.01 MHz
recoil size 3(m/M)A: 0.36 MHz
```
